High-velocity stopping in an electron gas from plasmons and single-particle losses

**Theorem.** A heavy point ion of charge Z moves with speed v through a uniform, degenerate electron gas of density n and Fermi speed v_F. In atomic units (ħ = m = e = 1, m the electron mass) let ω_p² = 4πn. At fixed density and large v, the energy lost per unit length is

S = (Z²ω_p²/v²) L,

L = ln(2v²/ω_p) − (3/5) v_F²/v² + O(v⁻⁴).

In ordinary units the argument of the logarithm is 2mv²/(ħω_p). Plasmons and single-particle excitations both contribute to it, and the wave number that divides them cancels.

**Assumptions.**

(a) The gas responds linearly to the ion, which requires Z/v ≪ 1.

(b) The response is that of the random-phase approximation: electrons move independently in the total average field.

(c) The temperature is zero, a rigid positive background neutralizes the gas, and v ≫ v_F.

(d) The ion is bare, nonrelativistic and so heavy that its recoil is negligible.

The logarithm alone is thus a limit. Within linear response, the second term gives its leading error. At large v, terms beyond Z² change L by an amount of order (Z/v)². This falls with the same power of v as the second term, and is negligible beside it only if Z is small compared with v_F.

## 1. The force on the ion

**Lemma 1.** With ε(k,ω) the dielectric function,

S = (2Z²/πv²) ∫₀^∞ (dk/k) ∫₀^{kv} ω Im[−1/ε(k,ω)] dω.

*Proof.* Fourier components vary as exp(i**k**·**r** − iωt). The ion's charge density Zδ(**r** − **v**t) contains only the frequencies ω = **k**·**v**, so Poisson's equation gives the total potential

φ(**k**) = 4πZ/[k² ε(k,**k**·**v**)].

The force on the ion is −Z∇φ at **r** = **v**t. S is minus its component along the unit vector **v̂**:

S = Z² ∫ d³k/(2π)³ (4π/k²) i(**k**·**v̂**)/ε(k,**k**·**v**).

Since the response to a real field is real, ε(k,−ω) = ε*(k,ω). Re(1/ε) is therefore even in **k**; multiplied by the odd factor **k**·**v̂**, it integrates to zero. This also removes the ion's own vacuum field. The remaining part has i·i Im(1/ε) = Im(−1/ε).

Put **k**·**v̂** = kμ and d³k = 2πk² dk dμ. The constants combine to 2π·4π/(2π)³ = 1/π, and the integrand is even in μ:

S = (2Z²/π) ∫₀^∞ k dk ∫₀¹ μ Im[−1/ε(k,kvμ)] dμ.

Finally ω = kvμ gives μ dμ = ω dω/(k²v²). ∎

Comparison with the theorem's definition of L gives

L = ∫₀^∞ F(k) dk/k,

F(k) = (2/πω_p²) ∫₀^{kv} ω Im[−1/ε(k,ω)] dω.

The limit ω = kv is the largest energy a heavy ion can give up along with momentum k.

## 2. The two kinds of excitation

Let p be the component of an electron's momentum along **k**, and let ⟨…⟩ be the average over the Fermi sphere. A slice of the sphere at p has area π(v_F² − p²), so the normalized distribution is

w(p) = 3(v_F² − p²)/(4v_F³), |p| < v_F.

Hence ⟨p⟩ = 0 and

⟨p²⟩ = (3/4v_F³)·2(v_F⁵/3 − v_F⁵/5) = v_F²/5.

**Lemma 2.** With Δ = k²/2 + kp, and ω understood as ω + i0,

ε = 1 − (ω_p²/k²) ⟨1/(ω − Δ) − 1/(ω + Δ)⟩
 = 1 − ω_p² ⟨1/[(ω − kp)² − k⁴/4]⟩.

*Proof.* Let the potential energy U exp(i**k**·**r** − iωt) plus its complex conjugate act on a plane wave. To first order the wave acquires the relative factor

1 + a exp(i**k**·**r** − iωt) + b exp(−i**k**·**r** + iωt).

Schrödinger's equation gives a = U/(ω − k²/2 − kp) and b = −U*/(ω + k²/2 − kp). The density change has the component a + b* per electron. Reversing p in the second term, which the average allows, gives

δn = nU ⟨1/(ω − Δ) − 1/(ω + Δ)⟩.

Electrons have charge −1, so U = −φ and the induced charge is −δn. Poisson's equation k²φ = 4π(ρ_ion − δn) takes the form εk²φ = 4πρ_ion with the first ε stated. For the second form, reverse p in the second fraction and combine:

1/(ω − kp − k²/2) − 1/(ω − kp + k²/2) = k²/[(ω − kp)² − k⁴/4]. ∎

**Single-particle losses.** Since Im 1/(x + i0) = −πδ(x),

Im ε = (πω_p²/k²) ⟨δ(ω − Δ) − δ(ω + Δ)⟩.

For ω > 0 this vanishes above the edge

ω_e(k) = k²/2 + kv_F,

and, when k > 2v_F, also below k²/2 − kv_F. Between these limits the ion lifts one electron out of the Fermi sphere and leaves a hole. Im ε is not negative: the first delta function selects |p| = |ω − k²/2|/k, the second the larger value (ω + k²/2)/k, and w decreases with |p|.

**Plasmons.** Above ω_e every denominator in the second form of ε is positive and grows with ω. There ε is real and rises monotonically to 1, so it has one zero ω_pl(k) if ε(k,ω_e) < 0 and none if ε(k,ω_e) > 0. At the edge the denominator is

k²(v_F − p)² + k³(v_F − p),

which grows with k. Hence ε(k,ω_e) rises from −∞ at k → 0 to 1 at large k, and changes sign once, at a wave number k_c. An undamped plasmon exists for k < k_c. Near it ε ≈ ε′(ω − ω_pl + i0), with ε′ = ∂ε/∂ω, so

Im(−1/ε) = (π/ε′) δ(ω − ω_pl).

When k > 2v_F, the region below the continuum has |ω − kp| < k²/2. There ε > 1, and no further mode appears.

## 3. The sum rule that joins them

**Lemma 3.** For every k > 0,

∫₀^∞ ω Im[−1/ε(k,ω)] dω = πω_p²/2.

*Proof.* ε is analytic in the upper half of the complex ω plane, and the dispersion relation gives

ε(k,ω) = 1 + (2/π) ∫₀^∞ x Im ε(k,x)/(x² − ω²) dx.

Because Im ε ≥ 0, this has a nonzero imaginary part when ω² is not real, and exceeds 1 on the positive imaginary axis. So ε has no zero in the upper half-plane, and 1/ε is analytic there.

At large ω, Lemma 2 gives ε → 1 − ω_p²/ω², hence ω(1/ε − 1) → ω_p²/ω. Close the real axis with a large upper semicircle. The semicircle contributes iπω_p², and the total is zero:

∫_{−∞}^{∞} ω(1/ε − 1) dω = −iπω_p².

Take the imaginary part, reverse the sign, and halve the result, since ω Im(1/ε) is even. ∎

Let W(k) be the plasmon's share of this sum, W = 2ω_pl/(ω_p²ε′) for k < k_c and W = 0 beyond, and let P(k) be the share of the whole pair continuum. Then

W(k) + P(k) = 1.

What a plasmon loses in strength as k increases, the pairs gain. This is why the two losses form a single logarithm.

**Lemma 4.** At small k, P(k) = Ak⁴ to leading order, with A finite and independent of v.

*Proof.* Put ω = kv_F s and p = v_F x. For k → 0 at fixed s, the term k⁴/4 in Lemma 2 drops out and

ε ≈ (ω_p²/k²v_F²) H(s), H(s) = −⟨1/(s − x + i0)²⟩.

The scaled distribution is (3/4)(1 − x²). Integration by parts gives, for 0 < s < 1,

H = −(3/2) ∫_{−1}^{1} x dx/(s − x + i0)
 = 3 − (3/2)s ln[(1 + s)/(1 − s)] + (3πi/2)s.

Now ω dω = k²v_F² s ds, while Im(−1/ε) = (k²v_F²/ω_p²) Im(−1/H). Their product is proportional to k⁴, with

A = (2v_F⁴/πω_p⁴) ∫₀¹ s Im(−1/H) ds.

The integral converges because Im(−1/H) ≤ 1/Im H = 2/(3πs). ∎

Physically, the gas screens slow, long-wavelength fields strongly, and this suppresses pair creation there.

## 4. Proof of the theorem

**Which losses the ion can reach.** The inequality kv > ω_e(k) means k < 2(v − v_F). In this range the whole continuum is accessible. The plasmon is accessible if also kv > ω_pl(k), that is, if ε(k,kv) > 0. By Lemma 2, equality occurs at

k² = ω_p² ⟨1/[(v − p)² − k²/4]⟩.

For k ≤ k_c and large v, k²[(v − p)² − k²/4] increases with k, so there is one solution, k_min. Above 2(v + v_F) we have kv < k²/2 − kv_F, and nothing is accessible. Therefore

F = P for k < k_min,
F = 1 for k_min < k < 2(v − v_F),
F = 0 for k > 2(v + v_F).

Writing T for the contribution of the remaining window,

L = ∫₀^{k_min} P dk/k + ln[2(v − v_F)/k_min] + T,

T = ∫_{2(v−v_F)}^{2(v+v_F)} F dk/k.

The first integral is Ak_min⁴/4 to leading order. Since k_min is of order ω_p/v, it is O(v⁻⁴).

**The lower end.** In the equation for k_min, k²/4 changes the denominator by a relative amount of order v⁻⁴. With u = p/v,

k_min² = (ω_p²/v²) [⟨(1 − u)⁻²⟩ + O(v⁻⁴)]
 = (ω_p²/v²) [1 + 3⟨u²⟩ + O(v⁻⁴)].

Odd powers of u average to zero, and ⟨u²⟩ = v_F²/(5v²). Half the logarithm gives

ln k_min = ln(ω_p/v) + (3/10)v_F²/v² + O(v⁻⁴).

The correction comes from plasmon dispersion: electron motion raises ω_pl, so the ion needs a slightly larger k to excite it.

**The upper end.** In the window k is close to 2v. The average of 1/(ω − Δ) is 1/(kv_F) times a bounded function, because w has a bounded slope and vanishes at both ends; the average of 1/(ω + Δ) is of order 1/k². With the prefactor ω_p²/k², ε − 1 = O(v⁻³). Replacing Im(−1/ε) = Im ε/|ε|² by Im ε thus makes a relative error O(v⁻³) in F. The window has a width of order v_F/v in ln k, so the error in T is O(v⁻⁴).

Here k > 2v_F, so Δ > 0 and the second delta function in Im ε is absent. Then

F ≈ (2/k²) ⟨Δ θ(kv − Δ)⟩ = ⟨(1 + 2p/k) θ(v − p − k/2)⟩,

where θ is the unit step. Let k₀ = 2(v − v_F). For one value of p the step ends the integral at k = 2(v − p):

∫_{k₀}^{2(v−p)} (1/k + 2p/k²) dk
 = ln[2(v − p)/k₀] + 2p/k₀ − p/(v − p).

The middle term averages to zero, so

T = ln(2v/k₀) + ⟨ln(1 − u) − u/(1 − u)⟩ + O(v⁻⁴).

To second order the bracket is −u − u²/2 − u − u². Its average is −(3/2)⟨u²⟩, and

T = ln(2v/k₀) − (3/10)v_F²/v² + O(v⁻⁴).

**Sum of the ends.** The auxiliary k₀ cancels:

L = ln(k₀/k_min) + ln(2v/k₀) − (3/10)v_F²/v² + O(v⁻⁴)
 = ln(2v²/ω_p) − (3/10 + 3/10)v_F²/v² + O(v⁻⁴).

This is the theorem. ∎

The two factors v in v² have different origins. One comes from the smallest wave number, ω_p/v, set by collective screening. The other comes from the largest, 2v, the momentum that a resting electron receives in a head-on collision with a heavy ion.

## 5. The separate contributions

**Corollary.** Define an effective cutoff by

ln k_eff = ln k_c − ∫₀^{k_c} [1 − W(k)] dk/k.

Then the plasmon and single-particle parts of L are

L_pl = ln(k_eff v/ω_p) − (3/10)v_F²/v² + O(v⁻⁴),

L_sp = ln(2v/k_eff) − (3/10)v_F²/v² + O(v⁻⁴).

*Proof.* The plasmon part is

L_pl = ∫_{k_min}^{k_c} W dk/k = ln(k_c/k_min) − ∫_{k_min}^{k_c} (1 − W) dk/k.

Since 1 − W = P is of order k⁴ at small k, extending the last integral to zero costs O(v⁻⁴). Thus L_pl = ln(k_eff/k_min) + O(v⁻⁴), and the expansion of k_min gives the first formula. L − L_pl gives the second. ∎

Both parts grow as ln v, but their difference tends to a constant:

L_sp − L_pl → ln(2ω_p/k_eff²).

Equal growth therefore does not mean equal size. The parts would be equal in the limit only if k_eff²/2 = ω_p.

**A second case: electrons initially at rest.** Setting every p to zero at fixed density gives a simpler model,

ε = 1 − ω_p²/(ω² − k⁴/4),

with one mode, ω² = ω_p² + k⁴/4. It is a plasmon at small k and a recoiling electron at large k. By Lemma 3 it carries the full strength, so F = 1 when k²v² > ω_p² + k⁴/4. The limits are

k±² = 2v² ± 2R, R = √(v⁴ − ω_p²).

Because (v² + R)(v² − R) = ω_p²,

L = ½ ln(k₊²/k₋²) = ln[(v² + R)/ω_p]
 = ln(2v²/ω_p) − ω_p²/(4v⁴) + O(v⁻⁸).

The same logarithm appears without any division into channels. The v⁻² term is absent, which identifies it as an effect of the electrons' initial motion. In this model losses stop at v² = ω_p, where the logarithm alone would still give ln 2.

## 6. Protons in the valence gas of silicon

Silicon's four valence electrons per atom fix the density of the model gas. With 32 electrons in a cubic cell of edge 5.4310 Å,

n = 32/(5.4310 Å)³ = 0.1998 Å⁻³.

This gives ħω_p = 16.60 eV, a Fermi energy of 12.46 eV and a Fermi wave number of 1.8085 Å⁻¹.

Take a proton of 2.5 × 10⁶ eV. Then 2mv² = 5446 eV, v/v_F = 10.453 and Z/v = 0.100. The theorem gives

ln(5446.17/16.596) = 5.7935,

(3/5)/(10.453)² = 0.0055,

L = 5.7935 − 0.0055 = 5.7880.

Direct integration over k and ω also gives 5.7880.

For S, restore e² in the prefactor: S = e²(ω_p/v)²L for Z = 1. The value of e² follows from the gas data. First, ħ²/m = 2(12.461)/(1.8085)² = 7.620 eV Å². Then (ħω_p)² = 4πne²ħ²/m gives

e² = (16.596)²/(4π × 0.19976 × 7.620) = 14.40 eV Å.

With ω_p/v = 0.11521 Å⁻¹,

S = 14.40 × (0.11521)² × 5.788 = 1.106 eV/Å.

The channels divide at k_eff = 1.220 Å⁻¹, below the plasmon end point k_c = 1.320 Å⁻¹, because plasmons lose strength before they end. With k_min = 0.11553 Å⁻¹ and 2mv/ħ = 37.81 Å⁻¹,

L_pl = ln(1.2198/0.11553) = 2.357,

L_sp = ln(37.808/1.2198) − 0.003 = 3.431.

Single-particle losses are thus 59% of the valence-gas total here. From 2.5 × 10⁶ to 10⁷ eV the speed doubles, and each channel gains 0.6952. This is ln 2 = 0.6931 plus 0.0021 from the shrinking end correction. The difference L_sp − L_pl stays at 1.074.

At 6.25 × 10⁵ eV, half the speed of the main case, the logarithm alone exceeds the directly integrated L by 0.0224, which is 0.5% of the latter. At 2.5 × 10⁶ eV the excess is 0.0055, and at 10⁷ eV 0.0014. This fall by about four per doubling of the speed is the v⁻² law. With the correction included, the difference at the lowest energy is 0.0005 in L. The numerical output gives the remaining values.

These small differences measure the expansion within the model, not its accuracy for a silicon crystal. The calculation omits core electrons, the band gap, and exchange and correlation beyond the random-phase approximation. It also omits terms beyond Z². One of these, Bloch's correction, changes L by about −1.2(Z/v)². At 2.5 × 10⁶ eV this is −0.012, about twice the v_F² term. Another, the Barkas correction, is odd in Z; for a positive ion it raises L, and at this speed it can be of similar size. For real protons the v_F² term alone therefore need not improve on the logarithm. The core electrons add further stopping. For all 14 electrons of the atom, Bethe's formula with a mean excitation energy near 170 eV gives about 2.3 eV/Å at 2.5 × 10⁶ eV. S is thus the valence-gas part alone, roughly half of the whole. Relativity is also omitted; its corrections scale with (v/c)², which is about 0.005 at 2.5 × 10⁶ eV and 0.02 at 10⁷ eV. At a given kinetic energy the true v² is lower than the nonrelativistic one by the fraction (3/4)(v/c)². This raises S by about 0.3% at 2.5 × 10⁶ eV, from 1.106 to 1.110 eV/Å, which is more than the 0.1% that the v_F² term removes, and by about 1.4% at 10⁷ eV. Both cases therefore check the asymptotic law and are not precise predictions.

The theorem fails in other ways when its assumptions do. Near v = v_F the expansion in v_F/v is useless, although Lemma 1 still holds within linear response. When Z/v is not small, the terms beyond Z² are no longer small corrections. An ion that carries bound electrons is not a point charge, and for a light projectile recoil changes the limit ω = kv.

Computed results

```
Si cubic cell edge: 5.4310 angstrom
valence electrons per cell: 32
valence density n: 0.19976 angstrom^-3
Fermi wave number kF: 1.8085 angstrom^-1
Fermi energy: 12.461 eV
plasmon energy hbar*wp: 16.596 eV
plasmon end point k_c: 1.3198 angstrom^-1
largest sum-rule error: 2.0e-10 (no unit)
pair share growth on doubling small k: 16.013 (no unit)
Main case, proton:
kinetic energy: 2.5000e+06 eV
2 m v^2 (m = electron mass): 5446.17 eV
ratio v/vF: 10.453 (no unit)
Born parameter Z/v in atomic units: 0.1000 (no unit)
lower limit k_min: 0.11553 angstrom^-1
simple estimate wp/v: 0.11521 angstrom^-1
upper scale 2mv/hbar: 37.808 angstrom^-1
lower-end coefficient of vF^2/v^2: 0.3017 (no unit)
upper-end coefficient of vF^2/v^2: -0.3015 (no unit)
k_eff from plasmons: 1.2198 angstrom^-1
k_eff from pairs: 1.2198 angstrom^-1
S, direct L: 1.1063 eV/angstrom
S, logarithm only: 1.1074 eV/angstrom
S, logarithm with correction: 1.1063 eV/angstrom
Stopping numbers (no unit) by proton energy:
E = 6.250e+05 eV: L_plasmon = 1.65528, L_pair = 2.72950
  direct L = 4.38478, logarithm = 4.40720, with correction = 4.38523
E = 2.500e+06 eV: L_plasmon = 2.35688, L_pair = 3.43110
  direct L = 5.78797, logarithm = 5.79349, with correction = 5.78800
E = 1.000e+07 eV: L_plasmon = 3.05210, L_pair = 4.12632
  direct L = 7.17841, logarithm = 7.17979, with correction = 7.17841
gain of L_plasmon from 2.5 to 10 MeV: 0.69522 (no unit)
gain of L_pair from 2.5 to 10 MeV: 0.69522 (no unit)
ln 2: 0.69315 (no unit)
```
